# The Slab-Truncated Coulomb Kernel and Its Zero-Wavevector Terms

A surface, a sheet or a thin film repeats in two directions and ends in the third. A plane-wave calculation nevertheless repeats it in all three, so that the layer faces an infinite stack of copies. Vacuum between the copies suppresses the overlap of their electron densities, but the Coulomb interaction reaches across it. If the layer has a dipole moment along its normal, the resulting energy error falls only as the inverse of the cell height.

The copies can be disconnected by cutting the interaction itself: two charges interact as $1/r$ if their separation along the normal is below a cutoff, and not at all beyond it. The questions are what this interaction looks like in reciprocal space, and what becomes of the terms with zero in-plane wavevector, where the long range of $1/r$ produces divergences.

## Setting and conventions

The layer is periodic in $x$ and $y$, with cell area $A$. The supercell has height $L$ along $z$ and volume $\Omega=AL$. Atomic units are used in the algebra. The charge density $\rho$ counts positive charge as positive, and $V$ is the potential energy of a positive unit charge. The truncated interaction is

$$w(\mathbf r)=\frac{\theta(z_c-|z|)}{r},\qquad v(\mathbf G)=\int w(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r .$$

Write $g=|\mathbf G_\parallel|$ for the length of the in-plane wavevector and $k=G_z=2\pi n/L$, with $n$ an integer, so that $G^2=g^2+k^2$. The periodically repeated density has coefficients

$$\rho(\mathbf G)=\frac1\Omega\int_{\rm cell}\rho(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r .$$

Inserting $\rho(\mathbf r')=\sum_{\mathbf G}\rho(\mathbf G)e^{i\mathbf G\cdot\mathbf r'}$ into $V(\mathbf r)=\int w(\mathbf r-\mathbf r')\rho(\mathbf r')d^3r'$ gives $V(\mathbf G)=v(\mathbf G)\rho(\mathbf G)$. Since $\rho$ is real, $\rho(-\mathbf G)=\rho(\mathbf G)^*$, and the energy per cell is

$$E=\frac12\int_{\rm cell}\rho V\,d^3r=\frac{\Omega}{2}\sum_{\mathbf G}v(\mathbf G)|\rho(\mathbf G)|^2 .$$

## Theorem

Let $z_c=L/2$.

**(a)** For $g>0$,
$$v=\frac{4\pi}{G^2}\left[1-e^{-gz_c}\cos(kz_c)\right],\qquad \cos(kz_c)=(-1)^n .$$

**(b)** For $g\to0$ with $n\neq0$, the kernel has the finite limit $4\pi[1-(-1)^n]/k^2$.

**(c)** For $n=0$ and $g\to0$,
$$v=\frac{4\pi z_c}{g}-2\pi z_c^2+O(g).$$
The value $-2\pi z_c^2$ assigned to $\mathbf G=0$ is therefore the finite part of a divergent quantity, not its limit.

**(d)** If the layer is neutral and its charge has thickness $t<L/2$, the kernel with these values gives the electrostatic energy of the isolated layer. The potential is that of the isolated layer at every height $z$ that lies within $L/2$ of all the layer's charge.

## Lemma 1: which cutoffs separate the copies

Two charges in the same layer have $|z-z'|\le t$. A charge and one in another copy are separated by $|z-z'-mL|\ge L-t$, with $m$ a nonzero integer. A cutoff keeps every pair of the first kind and removes every pair of the second if

$$t<z_c<L-t .$$

Such a $z_c$ exists if and only if $t<L/2$, and $z_c=L/2$ then satisfies both inequalities. This choice thus admits every thickness that any cutoff could admit. $\square$

## Lemma 2: the in-plane transform

For $g>0$ and $z\ne0$,

$$\int\frac{e^{-i\mathbf G_\parallel\cdot\mathbf r_\parallel}}{\sqrt{r_\parallel^2+z^2}}\,d^2r_\parallel=\frac{2\pi}{g}e^{-g|z|}.$$

*Proof.* The integral converges only through the oscillation of its integrand. It is defined with a factor $e^{-\varepsilon r_\parallel^2}$ and the limit $\varepsilon\to0^+$. Use

$$\frac1r=\frac{2}{\sqrt\pi}\int_0^\infty e^{-r^2t^2}dt$$

($t$ is an integration variable here). With the factor in place the order of integration may be exchanged, and the Gaussian integral over the plane is

$$\int e^{-(t^2+\varepsilon)r_\parallel^2-i\mathbf G_\parallel\cdot\mathbf r_\parallel}d^2r_\parallel=\frac{\pi}{t^2+\varepsilon}\,e^{-g^2/[4(t^2+\varepsilon)]}.$$

The right side is bounded uniformly in $t$ and $\varepsilon$ because $g>0$, and it is multiplied by $e^{-z^2t^2}$, which is integrable. The limit can therefore be taken inside the integral. With $s=1/t$, so that $dt/t^2$ becomes $ds$ after the limits are reversed, the result is

$$I=2\sqrt\pi\int_0^\infty e^{-a^2s^2-b^2/s^2}ds,\qquad a=\frac g2,\quad b=|z| .$$

Completing the square, $a^2s^2+b^2/s^2=(as-b/s)^2+2ab$, so $I=2\sqrt\pi\,e^{-2ab}K$ with

$$K=\int_0^\infty e^{-(as-b/s)^2}ds .$$

The substitution $s\to b/(as)$ exchanges $as$ and $b/s$ and gives a second form,

$$K=\int_0^\infty\frac{b}{as^2}e^{-(as-b/s)^2}ds .$$

Multiply both forms by $a$ and add them. With $u=as-b/s$ and $du=(a+b/s^2)ds$,

$$2aK=\int_{-\infty}^{\infty}e^{-u^2}du=\sqrt\pi .$$

Hence $K=\sqrt\pi/(2a)=\sqrt\pi/g$ and $I=(2\pi/g)e^{-g|z|}$. $\square$

A charge modulation of wavevector $g$ is thus felt only over a distance of order $1/g$ along the normal. The long-range part of the problem sits at $g=0$.

## Lemma 3: the kernel for any cutoff

For $g>0$ and any $z_c>0$,

$$v=\frac{4\pi}{G^2}\left\{1+e^{-gz_c}\left[\frac kg\sin(kz_c)-\cos(kz_c)\right]\right\}.$$

*Proof.* By Lemma 2, and because $e^{-g|z|}$ is even in $z$,

$$v=\frac{2\pi}{g}\int_{-z_c}^{z_c}e^{-g|z|-ikz}dz=\frac{4\pi}{g}\int_0^{z_c}e^{-gz}\cos(kz)\,dz .$$

An antiderivative of the last integrand is

$$F(z)=\frac{e^{-gz}[k\sin(kz)-g\cos(kz)]}{g^2+k^2}.$$

Indeed, in $F'$ the terms $-gk\sin(kz)$ and $+gk\sin(kz)$ cancel, leaving $(g^2+k^2)\cos(kz)$ over the denominator. Since $F(0)=-g/G^2$,

$$v=\frac{4\pi}{g}\,\frac{g+e^{-gz_c}[k\sin(kz_c)-g\cos(kz_c)]}{G^2},$$

and dividing the numerator by $g$ gives the statement. $\square$

## Proof of (a), and why the cutoff matters

For $z_c=L/2$ the phase is $kz_c=\pi n$. The sine vanishes and the cosine is $(-1)^n$, which proves (a).

For another cutoff the sine term remains in general. At fixed $k\ne0$ with $\sin(kz_c)\ne0$ and small $g$ the kernel behaves as

$$v\simeq\frac{4\pi\sin(kz_c)}{k\,g},$$

so it diverges for every such $n\neq0$. Where the sine happens to vanish, as for $n=5$ at $z_c=0.4L$, it stays finite. The sine vanishes for every $n$ if and only if it does so for $n=1$, that is, if $2z_c/L$ is an integer. Between $0$ and $L$ this leaves $z_c=L/2$ alone. As an example, for $L=16$ Å, $n=1$ and $z_c=0.4L$, the kernel rises from 63 Å$^2$ at $g=0.30$ Å$^{-1}$ to 1906 Å$^2$ at $g=0.01$ Å$^{-1}$.

## Proof of (b): zero in-plane wavevector, $n\ne0$

Setting $g=0$ in (a) gives the result at once. The integral over $z$ shows where the divergence went. For small $g$,

$$\frac{2\pi}{g}e^{-g|z|}=\frac{2\pi}{g}-2\pi|z|+O(g).$$

The divergent constant is multiplied by

$$\int_{-L/2}^{L/2}\cos(kz)\,dz=\frac{2\sin(\pi n)}{k}=0 .$$

The second term gives, after integration by parts,

$$-4\pi\int_0^{z_c}z\cos(kz)\,dz=-4\pi\left[\frac{z_c\sin(kz_c)}{k}+\frac{\cos(kz_c)-1}{k^2}\right]=\frac{4\pi[1-(-1)^n]}{k^2}.$$

This is zero for even $n\neq0$ and $8\pi/k^2$ for odd $n$. $\square$

The cancellation has a physical reason. The truncated interaction sees a window of height $2z_c$. When this equals the period $L$, the window contains the same total charge wherever it is centred. The divergent constant therefore shifts the potential uniformly, and a uniform shift belongs to $\mathbf G=0$.

## Proof of (c): the value at $\mathbf G=0$

With $k=0$, part (a) becomes

$$v=\frac{4\pi}{g^2}\left(1-e^{-gz_c}\right)=\frac{4\pi}{g^2}\left(gz_c-\frac{g^2z_c^2}{2}+O(g^3)\right)=\frac{4\pi z_c}{g}-2\pi z_c^2+O(g).\quad\square$$

The same finite part follows in real space. Restrict the in-plane integral to a patch of fixed shape and linear size $S$ around the origin. By scaling, $\int d^2r_\parallel/r_\parallel$ over the patch equals $cS$, where $c$ depends on the shape, with no constant left over. The correction for a height $z$ converges over the whole plane:

$$2\pi\int_0^\infty\left(\frac{1}{\sqrt{r^2+z^2}}-\frac1r\right)r\,dr=2\pi\left[\sqrt{r^2+z^2}-r\right]_0^\infty=-2\pi|z| .$$

A large patch with unit charge per area thus has the potential $cS-2\pi|z|$, up to terms that vanish as $S\to\infty$. Integration over the window gives

$$\int_{-z_c}^{z_c}(cS-2\pi|z|)\,dz=2z_c\,cS-2\pi z_c^2 .$$

Both regularizations leave $-2\pi z_c^2$ once the term proportional to $1/g$ or $S$ is dropped. This is still a convention: dropping a different constant along with the divergence would change the finite part.

**Remark (the three cases as one function).** The values at $g=0$ are the Fourier coefficients of one function, $-2\pi|z|$ on $|z|\le L/2$, continued with period $L$:

$$T(z)=\frac1L\sum_n v(0,n)\,e^{2\pi inz/L},\qquad T(z)=-2\pi|z|\ \text{ for }|z|\le L/2 .$$

Its $n=0$ coefficient is $-2\pi\int_{-L/2}^{L/2}|z|dz=-2\pi z_c^2$. With this value, the potential of a thin charged sheet is zero at the sheet.

## Proof of (d)

Expand the density in in-plane waves with coefficients $\rho_{\mathbf G_\parallel}(z)$. For the isolated layer,

$$E=\frac A2\sum_{\mathbf G_\parallel}\iint\rho^*_{\mathbf G_\parallel}(z)\,u_g(z-z')\,\rho_{\mathbf G_\parallel}(z')\,dz\,dz',$$

with $u_g(z)=(2\pi/g)e^{-g|z|}$ for $g>0$ and $u_0(z)=-2\pi|z|+C$. The constant $C$, which diverges with the patch, multiplies the squared net charge and vanishes for a neutral layer. In the supercell, $u_g$ is cut at $|z-z'|=L/2$ and $z'$ runs over all copies. By Lemma 1 the cut removes every pair from different copies and leaves every pair within the layer unchanged, so the two energies agree.

For the potential, let $z$ satisfy $|z-z'|<L/2$ for all charge in the layer. Then $|z-z'-mL|>L/2$ for every $m\ne0$. The point $z$ feels the whole layer and none of its copies. $\square$

For a layer occupying $|z|\le t/2$, the potential is therefore right for $|z|<L/2-t/2$, but not up to the cell boundary. Where the result is used with electron densities, which have tails, $t$ is an effective thickness. The energy error then comes from pairs of charge elements whose heights differ by more than $L/2$, since only for these does the cut interaction, summed over the copies, differ from that of the isolated layer.

**Remark (neutral cells).** Here $\rho(0)=0$, so $v(0)$ cancels from the total. Suppose electrons and ions are treated separately, with $\rho_e(0)=-\rho_i(0)$. The cancellation

$$\frac{\Omega v(0)}{2}\left[\rho_e(0)^2+\rho_i(0)^2+2\rho_e(0)\rho_i(0)\right]=0$$

is guaranteed if the same $v(0)$ is used in all three terms.

## Charged layers

Let the cell carry a net charge $Q$, so that $\rho(0)=Q/\Omega$. The $\mathbf G=0$ term contributes

$$\frac{\Omega}{2}\left(-2\pi z_c^2\right)\frac{Q^2}{\Omega^2}=-\frac{\pi L^2}{2}\,\frac{Q^2}{2AL}=-\frac{\pi Q^2L}{4A}.$$

Setting $v(0)=0$ instead raises the energy by $\pi Q^2L/(4A)$, which grows with the cell. With $-2\pi z_c^2$, the planar interaction is $-2\pi|z-z'|$ for all pairs within the layer, whatever $L$ is, and the energy does not depend on $L$ once $t<L/2$.

That energy is a finite part. The energy per cell of an infinite charged layer diverges, and what remains is the energy after $Q^2/(2A)$ times the patch integral of $1/r_\parallel$ has been subtracted. Energies of layers with different $Q^2/A$ contain different subtractions, so their difference is not by itself a physical charging energy.

## Comparison with the untruncated kernel

The usual kernel $4\pi/G^2$, with its $\mathbf G=0$ term omitted, keeps all copies. At $g=0$ its planar interaction $P$ has period $L$ and obeys $P''=-4\pi\delta(z)+4\pi/L$ within one period, where the last term comes from the omitted $\mathbf G=0$ component. Hence, for $|z|\le L$,

$$P(z)=-2\pi|z|+\frac{2\pi z^2}{L}+\text{const}.$$

For a neutral layer the constant drops out. Let $\rho_0(z)$ be the planar average of the density and $p=A\int z\rho_0\,dz$ the normal dipole per cell. The quadratic term changes the energy by

$$\Delta E=\frac A2\,\frac{2\pi}{L}\iint(z^2+z'^2-2zz')\rho_0(z)\rho_0(z')\,dz\,dz' .$$

The terms in $z^2$ and $z'^2$ each contain a factor $\int\rho_0\,dz=0$. The cross term leaves

$$\Delta E=-\frac{2\pi A}{L}\left(\frac pA\right)^2=-\frac{2\pi p^2}{AL}.$$

The quadratic term produces the potential $-4\pi pz/(AL)+\text{const}$, an artificial uniform field $4\pi p/(AL)$ along $z$. $\Delta E$ is half of $-p$ times this field, the factor $\tfrac12$ arising because the field is generated by the layer's own dipole. For $g>0$ the copies act through $e^{-g|z-z'-mL|}$, so the further error falls as $e^{-gL}$, where at large $L$ the dominant $g$ is the smallest nonzero one whose contribution does not cancel within the cell.

## Worked example

Take a square lattice with $a=4$ Å, so $A=16$ Å$^2$. Each cell holds Gaussian charges $+0.1\,e$ at $z=1$ Å and $-0.1\,e$ at $z=-1$ Å, of width $\sigma=0.5$ Å, displaced laterally by $(a/2,a/2)$. These are round model parameters. Energies include the Gaussian self-energies. In eV and Å each interaction carries the factor $e^2/(4\pi\varepsilon_0)=14.39965$ eV Å.

**Kernel.** For $L=16$ Å, $z_c=8$ Å and $v(0)=-2\pi\times64=-402.12$ Å$^2$. At $g=0$ and $n=1$, $8\pi/(2\pi/16)^2=512/\pi=162.97$ Å$^2$. The value for $n=2$ is zero, and that for $n=3$ is $162.97/9=18.11$ Å$^2$. Quadrature from the definition of $w$, with the divergent constant removed at $n=0$, reproduces them.

**Energy.** A real-space lattice sum for the isolated layer, extrapolated to an infinite patch, gives 0.14017 eV per cell (0.005151 hartree). The errors relative to it are:

| $L$ (Å) | truncated (eV) | periodic (eV) | $-2\pi p^2/(AL)$ (eV) |
|---|---|---|---|
| 6 | $-2.8\times10^{-3}$ | $-0.03742$ | $-0.03770$ |
| 8 | $-5.5\times10^{-5}$ | $-0.02826$ | $-0.02827$ |
| 12 | $-1\times10^{-10}$ | $-0.01885$ | $-0.01885$ |
| 16 | $-1\times10^{-11}$ | $-0.01414$ | $-0.01414$ |

The truncated entry at $L=16$ Å is the numerical residual of the comparison, not an effect of the cutoff, which there lies more than eight standard deviations beyond the mean height difference of the two charges. At $L=16$ Å the periodic error is still 10% of the energy. Its deviation from the dipole formula drops from $2.79\times10^{-4}$ eV at $L=6$ Å to about $1.2\times10^{-5}$ eV at 8 Å, a factor of roughly 0.04. The expected factor is $e^{-g\,\Delta L}=e^{-1.5708\times2}=0.043$.

The truncated kernel fails at small $L$ because the Gaussian tails violate the thickness condition. The height difference between the two charges has mean 2 Å and standard deviation $\sqrt2\,\sigma=0.71$ Å, while the cutoff at $L=6$ Å is 3 Å. Between $L/2$ and $L$ the planar interaction is $T=-2\pi(L-|z|)$, which exceeds $-2\pi|z|$ by $4\pi(|z|-L/2)$. For opposite charges this lowers the energy, in agreement with the sign found.

**Potential.** Above all charge, $-2\pi\int(z-z')\rho_0(z')dz'=2\pi p/A$; below it, the sign is reversed. The step is

$$\frac{4\pi p}{A}=\frac{4\pi\times14.39965\times0.2}{16}\ \text{eV}=2.262\ \text{eV},$$

as found between $z=-4$ and $4$ Å for $L=16$ Å. At the cell boundary, $z=8$ Å, the isolated layer has 1.131 eV, but the truncated potential is zero. The positive charge is 7 Å away there. The negative one is 9 Å away, beyond the cutoff, and its copy at 7 Å acts instead, so the two contributions cancel. A vacuum level must be read on the plateau, not at the boundary.

**Charged layer.** With the $+0.1\,e$ charge alone, the truncated kernel gives 0.01104 eV at both $L=12$ and 16 Å, equal to the real-space sum with the patch integral subtracted. With $v(0)=0$ the results are 0.09586 and 0.12413 eV. The shift at 12 Å is $\pi\times14.39965\times0.01\times12/(4\times16)=0.08482$ eV, as the formula requires. The numerical check asserts the kernel values, the energies at $L=12$ and 16 Å, the potential step and the charged-layer shifts; the decay factor of the periodic deviation is obtained by hand from its printed output.

## Computed results

```
lattice constant 4.0 angstrom, Gaussian width 0.5 angstrom
charges +/-0.1 e, z separation 2.0 angstrom
Coulomb constant 14.39965 eV angstrom
kernel for L = 16 angstrom, cutoff 8 angstrom:
 G_par 0.0000 1/angstrom, n=0: formula -402.12386, quadrature -402.12386 angstrom^2
 G_par 0.0000 1/angstrom, n=1: formula 162.97466, quadrature 162.97466 angstrom^2
 G_par 0.0000 1/angstrom, n=2: formula 0.00000, quadrature 0.00000 angstrom^2
 G_par 0.0000 1/angstrom, n=3: formula 18.10830, quadrature 18.10830 angstrom^2
 G_par 0.3000 1/angstrom, n=0: formula 126.95972, quadrature 126.95972 angstrom^2
 G_par 0.3000 1/angstrom, n=1: formula 56.12474, quadrature 56.12474 angstrom^2
 G_par 0.3000 1/angstrom, n=2: formula 16.16520, quadrature 16.16520 angstrom^2
 G_par 0.3000 1/angstrom, n=3: formula 9.27414, quadrature 9.27414 angstrom^2
 G_par 1.5708 1/angstrom, n=0: formula 5.09294, quadrature 5.09294 angstrom^2
 G_par 1.5708 1/angstrom, n=1: formula 4.79339, quadrature 4.79339 angstrom^2
 G_par 1.5708 1/angstrom, n=2: formula 4.07435, quadrature 4.07435 angstrom^2
 G_par 1.5708 1/angstrom, n=3: formula 3.25950, quadrature 3.25950 angstrom^2
cutoff 0.4 L, n=1, G_par 0.01 1/angstrom: 1906.39 angstrom^2
cutoff 0.4 L, n=1, G_par 0.30 1/angstrom: 63.36 angstrom^2
neutral layer, real-space energy 0.1401697 eV per cell = 0.00515114 hartree
 L=6 angstrom: slab 0.1373884 eV, periodic 0.1027503 eV
  slab error -2.78e-03 eV, periodic error -0.0374194 eV, dipole formula -0.0376982 eV
 L=8 angstrom: slab 0.1401146 eV, periodic 0.1119085 eV
  slab error -5.51e-05 eV, periodic error -0.0282612 eV, dipole formula -0.0282736 eV
 L=12 angstrom: slab 0.1401697 eV, periodic 0.1213206 eV
  slab error -1.15e-10 eV, periodic error -0.0188491 eV, dipole formula -0.0188491 eV
 L=16 angstrom: slab 0.1401697 eV, periodic 0.1260329 eV
  slab error -1.23e-11 eV, periodic error -0.0141368 eV, dipole formula -0.0141368 eV
potential step, z=-4 to 4 angstrom: 2.261891 eV, formula 2.261891 eV
at z=L/2: truncated 0.000000 eV, open layer 1.130946 eV
charged layer, real-space finite part 0.0110383 eV per cell
 L=12 angstrom: with -2 pi zc^2 0.0110383 eV, with zero 0.0958592 eV, shift 0.0848209 eV
 L=16 angstrom: with -2 pi zc^2 0.0110383 eV, with zero 0.1241328 eV, shift 0.1130946 eV
```
